Fine structure and Stark response of a D3d group-IV vacancy centre

In a six-orbital model of a vacancy centre, spin-orbit coupling alone splits an orbital doublet by 2.00 meV and a certain strain alone splits it by 4.57 meV. Together they split it by 4.99 meV, not by 6.57 meV. An electric field of 10 MV/m along the symmetry axis, whose dipole energy in the same model is 1.30 meV, moves the optical line by only 0.0018 meV. If the two halves of the centre are made unequal by 0.10 eV, the same field adds to this small even shift a part of 0.138 meV that reverses with the field. The first fact follows from the algebra of a doublet with spin, the second from inversion symmetry.

**1. Setting and conventions**

A group-IV vacancy centre in diamond has its impurity atom midway between two empty lattice sites. The impurity lies at the origin and the trigonal axis is z. Three carbon dangling orbitals point inward from a triangle above the impurity and three from a triangle below it. The point group D3d is generated by the threefold rotation C3 about z, the mirror y → −y and the inversion P.

In the negative charge state, the six dangling bonds, the four valence electrons of the impurity and the extra charge supply 11 electrons. I assume that they fill the orbitals a1g, a2u, e_u and e_g derived below, up to one hole in e_g. The optically excited state has the hole in e_u instead. Each configuration is an orbital doublet with spin 1/2.

Energies ε below are electron orbital energies. In the one-electron picture, a configuration with its hole in orbital k has energy E_full − ε_k. The hole therefore reverses the order of levels within a manifold but leaves their splitting unchanged.

Pauli matrices τ act on the real orbital pair (e_x, e_y), and σ on the spin. No magnetic field is applied, so time reversal holds.

**2. Theorem**

Let an orbital doublet of definite parity, e_g or e_u, be well separated from all other levels.

(i) Without strain, its four spin-orbitals form two Kramers doublets at E0 ± λ/2.

(ii) Under small uniform strain the splitting is

Δ = √(λ² + 4(a² + b²)),

where a and b are linear in the strain. Ground and excited manifolds have their own λ, a and b, so the centre has four levels, each twofold degenerate.

(iii) The electric dipole operator has no matrix elements within the manifold. There is no Stark shift linear in a uniform field, with or without uniform strain, as long as the field coupling is small compared with the gap to levels of opposite parity.

**3. Lemma 1: the orbitals**

Let j = 0, 1, 2 label the upper sites, at angles θ_j = 2πj/3, and let j′ be the antipode of j. The matrix elements are t_s within a triangle, t_a between antipodes, and t_n between j and the other two lower sites. Then

H|j⟩ = t_s Σ_{k≠j} |k⟩ + t_a |j′⟩ + t_n Σ_{k≠j} |k′⟩.

The states adapted to rotation and inversion are

|m,±⟩ = (1/√6) Σ_j exp(imθ_j) (|j⟩ ± |j′⟩), m = 0, 1, −1.

Inversion exchanges j and j′, so the sign ± is the parity. Acting with H produces the phase sum Σ_{k≠j} exp[im(θ_k − θ_j)]. It equals 2 for m = 0 and 2cos(2π/3) = −1 for m = ±1. Hence

E(m=0,±) = 2t_s ± (t_a + 2t_n),
E(m=±1,±) = −t_s ± (t_a − t_n).

The two m = 0 states are a1g and a2u, and the two pairs are e_g and e_u. The gap between the pairs is

G = E(e_g) − E(e_u) = 2(t_a − t_n).

The real partners of either pair are

e_x = (1/√3) Σ_j cosθ_j (|j⟩ ± |j′⟩),
e_y = (1/√3) Σ_j sinθ_j (|j⟩ ± |j′⟩),

and |m=±1⟩ = (e_x ± i e_y)/√2. These are eigenstates of τ_y with eigenvalues ±1. Under C3 and the mirror, (e_x, e_y) transforms like (x, y), for both parities.

In the example the triangles have radius ρ = 0.15 nm and lie at heights ±ζ, with ζ = 0.13 nm. The hopping is −(3.0 eV) exp[−(r − 0.25 nm)/(0.05 nm)]. This gives t_s = −2.466 eV, t_n = −1.100 eV and t_a = −0.159 eV, so

G = 2(−0.159 + 1.100) eV ≈ 1.88 eV.

The e_g pair lies highest, at 3.407 eV, as the assumed filling requires. These are model parameters and describe no particular impurity. Electron-electron interaction and explicit impurity orbitals are left out.

**4. Lemma 2: the allowed spin-orbit term**

Every Hermitian operator on doublet ⊗ spin is a real combination of the 16 products of {1, τ_x, τ_y, τ_z} with {1, σ_x, σ_y, σ_z}. Time reversal changes the sign of each σ_i. Because the orbitals are real, it complex-conjugates the orbital matrices, which changes the sign of τ_y alone. Six products survive:

1, τ_z, τ_x, τ_yσ_x, τ_yσ_y, τ_yσ_z.

Next, impose the spatial symmetry. A rotation of (e_x, e_y) by φ gives

τ_z → cos2φ τ_z + sin2φ τ_x,
τ_x → −sin2φ τ_z + cos2φ τ_x.

For φ = 120° no combination of τ_z and τ_x is invariant. The matrix τ_y is unchanged by rotation, whereas σ_x and σ_y rotate into each other like vector components. This removes τ_yσ_x and τ_yσ_y.

For τ_yσ_z the mirror must be checked. It reverses e_y, hence τ_y → −τ_y. On spin it acts as a half-turn about y, since inversion leaves spin alone, hence σ_z → −σ_z. The product is invariant, and

H = E0 + (λ/2) τ_yσ_z.

Since (τ_yσ_z)² = 1 and its trace is zero, the levels are E0 ± λ/2, each twofold. This proves part (i). For λ > 0 the upper pair has m and spin projection of equal sign, and the lower pair has opposite signs.

Time reversal is needed here. Without it, τ_zσ_y + τ_xσ_x is also invariant under D3d.

The argument uses only how the doublet transforms. It therefore also holds for an isolated vibronic doublet of E symmetry, as produced by a dynamic Jahn-Teller effect. In that case λ and the strain couplings are effective values that include the nuclear motion.

**5. Lemma 3: the strain term**

Uniform strain is a symmetric tensor ε_ij, and time reversal restricts its spin-independent coupling to 1, τ_z and τ_x. The coupling must be invariant when strain and orbitals are transformed together.

At φ = 120°, cos2φ = cosφ and sin2φ = −sinφ. The rotation rule of Lemma 2 then says that (τ_z, −τ_x) transforms under C3 like (x, y). It does so under the mirror too, because τ_x is odd. The components ε_xx − ε_yy and 2ε_xy have the same double-angle law as τ_z and τ_x. Two strain pairs therefore transform like (x, y):

(ε_xx − ε_yy, −2ε_xy) and (ε_xz, ε_yz).

The scalar product of each pair with (τ_z, −τ_x) is invariant. The corresponding cross product changes sign under the mirror and is forbidden. With one coefficient for each invariant,

H_strain = s⊥(ε_xx + ε_yy) + s∥ε_zz + aτ_z + bτ_x,
a = d(ε_xx − ε_yy) + fε_xz,
b = 2dε_xy − fε_yz.

The signs in b depend on the choice of axes and of the sign of e_y, but a² + b² does not depend on the latter.

The example uses ε_xx = 2, ε_yy = −1, ε_zz = 0, ε_xy = 1, ε_xz = 1 and ε_yz = 0.5, all in units of 10⁻⁴. For e_g the model gives d = −5.402 eV and f = −5.093 eV, so

a = (−5.402)(3×10⁻⁴) eV + (−5.093)(1×10⁻⁴) eV = −2.130 meV,
b = 2(−5.402)(1×10⁻⁴) eV + (5.093)(0.5×10⁻⁴) eV = −0.826 meV.

For e_u the coefficient f is +5.093 eV, equal in size and opposite in sign. The reason lies in the geometry of this model. To first order ε_xz changes only bonds with a height difference, that is, bonds between the triangles. Their contribution enters with opposite signs in the even and odd doublets. The same holds for s∥, which is ∓4.414 eV. The coefficient d also contains bonds within a triangle and has no such relation: it is −7.410 eV for e_u. Symmetry does not require the relations for f and s∥. Impurity p orbitals, which mix with e_u but not with e_g, already break them, so they should not be expected in a real centre.

**6. Proof of part (ii)**

Strain lowers the spatial symmetry, so it may also change the spin-orbit term. Time reversal still allows only the six operators of Lemma 2. The most general Hamiltonian of the doublet is therefore

H − E0 = aτ_z + bτ_x + ½τ_y(Λ·σ),

with a real vector Λ. Square the right side. The squares of the three terms are

(aτ_z)² = a², (bτ_x)² = b², ¼τ_y²(Λ·σ)² = |Λ|²/4.

The cross terms occur as anticommutators. They vanish because different τ matrices anticommute, while Λ·σ commutes with all of them. Thus

(H − E0)² = a² + b² + |Λ|²/4.

The eigenvalues of H − E0 are plus or minus the root of this number. Its trace is zero, so each sign occurs twice, and the separation is

Δ = 2√(a² + b² + |Λ|²/4) = √(|Λ|² + 4(a² + b²)).

At leading order Λ keeps its unstrained value (0, 0, λ), because its strain-induced change is a product of two small quantities. This gives the stated formula. If the change is kept, the formula still holds with λ replaced by |Λ|. ∎

The numbers of the opening now follow. The spin-orbit splittings are chosen inputs, λ_g = 2.00 meV and λ_u = 6.00 meV, added to the hopping model as (λ/2)τ_yσ_z on each unstrained doublet. The pure strain splitting of e_g is 2√(2.130² + 0.826²) meV = 4.57 meV, and

Δ_g = √(2.00² + 4.57²) meV = 4.99 meV,

which corresponds to 1206 GHz. The two contributions add in quadrature because their operators anticommute. For e_u, with λ_u = 6.00 meV and a pure strain splitting of 4.88 meV,

Δ_u = √(6.00² + 4.88²) meV = 7.73 meV,

or 1870 GHz. Diagonalization of all twelve spin-orbitals with the deformed geometry differs from these values by about 0.02 % of the splitting or less. The formula omits terms of second order in strain and mixing with other orbitals; the comparison does not separate the two.

Two limits, for λ > 0 held at its unstrained value, show what strain does:

Δ ≈ λ + 2(a² + b²)/λ for weak strain,
Δ ≈ 2√(a² + b²) + λ²/[4√(a² + b²)] for strong strain.

In a centre dominated by spin-orbit coupling, a and b thus enter the splitting only quadratically, although they are linear in the strain. The neglected change of λ itself, which symmetry allows for ε_xx + ε_yy and ε_zz, can still add a small term linear in the strain. In the strong limit the splitting becomes linear in strain.

**7. Corollary: orbital moment and optical lines**

Take Λ along z and write H′ = H − E0 and Γ = τ_yσ_z. Since Γ anticommutes with τ_z and τ_x and Γ² = 1,

H′Γ + ΓH′ = λ.

Let Q project on the upper or lower doublet, where H′ = ±Δ/2. Multiplying by Q from both sides gives ±Δ QΓQ = λQ, so

QΓQ = ±(λ/Δ)Q.

Without strain Γ has the values ±1. Strain reduces this correlation between orbital and spin moment by the factor λ/Δ. In the example the factor for e_g is 2.00/4.99 = 0.401, and diagonalization gives the same value to three digits. Strong strain leaves real orbitals with little orbital moment.

An optical transition moves the hole from an e_g level to an e_u level and costs ε_g − ε_u. With G′ the distance between the centres of the strained doublets, the four lines are

hν_A = G′ + (Δ_u + Δ_g)/2,
hν_B = G′ + (Δ_u − Δ_g)/2,
hν_C = G′ − (Δ_u − Δ_g)/2,
hν_D = G′ − (Δ_u + Δ_g)/2.

They are in descending order when Δ_u > Δ_g. The differences A − B and A − C give Δ_g and Δ_u directly. In the example the lines lie at +6.36, +1.37, −1.37 and −6.36 meV from G′ = 1.8826 eV.

The polarisation without strain follows from the orbitals of Lemma 1. For z, the opposite heights ±ζ and the opposite parities combine to give

⟨m′,u|z|m,g⟩ = (1/6) Σ_j exp[i(m − m′)θ_j] 2ζ = ζ δ_{mm′}.

For x the factor ζ is replaced by ρcosθ_j. The sum then vanishes for m′ = m and equals ρ/2 for m′ = −m. Both operators conserve spin. If λ_g and λ_u have equal signs, lines B and C connect states with the same product of m and spin signs, hence the same m, and are polarised along z. Lines A and D reverse m and are polarised in the xy plane.

Summed over the Kramers partners, the squared elements are 2ζ² = 0.0338 nm² for z in B and C, and 2(ρ/2)² = 0.01125 nm² for x in A and D. Strain mixes m = 1 with m = −1 and relaxes this separation.

**8. Proof of part (iii)**

An electron of charge −e in a field F has the potential energy V = +eF·r. Inversion gives PrP⁻¹ = −r. Let ψ and φ be any two states of the manifold, with common parity η = ±1. Then

⟨ψ|r|φ⟩ = η²⟨ψ|PrP⁻¹|φ⟩ = −⟨ψ|r|φ⟩ = 0.

The result includes the off-diagonal elements, which matter because the manifold is degenerate or nearly so. Inversion leaves spin unchanged, so spin-orbit coupling does not affect the argument. For many electrons r is replaced by the sum of all electron positions, with the same conclusion.

Uniform strain sends r to (1 + ε)r, an operation that commutes with r → −r. The strained centre keeps its inversion centre, provided that its internal relaxation does not break the symmetry. Both levels of each manifold keep their parity, and the dipole block remains zero.

The first contribution comes from levels n of opposite parity. At second order it is, for a manifold whose internal splittings are small compared with the gaps,

H_eff = Σ_n V|n⟩⟨n|V / (E_manifold − E_n),

which is quadratic in F. ∎

For the strained example with spin-orbit coupling, diagonalization in an oblique field of about 10 MV/m gives shifts that are unchanged when the field is reversed. They grow fourfold when it is doubled, within 2 % of the largest shift.

The second-order term need not be the same for both levels. The products F_iF_j transform like ε_ij, so by Lemma 3 a transverse field can produce terms in τ_z and τ_x proportional to F_x² − F_y² and F_xF_y, and an oblique field adds terms proportional to F_xF_z and F_yF_z. The absence of a linear shift does not mean that the splitting is immune to fields.

**9. Remark: an even spectrum is not enough**

Inversion maps the Hamiltonian at F to that at −F, so the two spectra agree. This alone does not exclude a linear effect, since a pair of levels at ±cF also has an even spectrum. Separate the two triangles by setting t_n = t_a = 0. Then e_g and e_u are degenerate, and an axial field splits them into −t_s ± eFζ, which is linear. Part (iii) therefore needs a definite parity for the manifold and a gap to the opposite parity.

**10. The axial shift with and without inversion**

Leave out strain and spin-orbit coupling, apply F along z, and let the upper triangle lie higher in energy than the lower one by δ. For m = 1 or m = −1, use the upper and lower Bloch states as a basis. With p = eζ the Hamiltonian is

H_m = −t_s + [[δ/2 + pF, G/2], [G/2, −δ/2 − pF]].

The off-diagonal element is t_a − t_n = G/2. The eigenvalues are −t_s ± √[(δ/2 + pF)² + (G/2)²], and their difference is the line energy

hν = √[G² + (δ + 2pF)²].

This holds within the six-orbital model for any axial field.

With inversion, δ = 0, and for 2pF ≪ G

hν − G ≈ 2p²F²/G.

At 10 MV/m, pF = 1.30 meV, so the shift is 2(1.30×10⁻³ eV)²/(1.883 eV) = 1.80 µeV, or 0.434 GHz. At twice the field it is 7.18 µeV. In this model the shift is positive because the field makes e_g and e_u repel each other; in a real centre, levels outside the model also contribute and can change both its size and its sign. It is smaller than pF by the factor 2pF/G, about 0.0014, which accounts for the weak response in the opening.

Without inversion, expansion about F = 0 gives the linear term

hν(F) − hν(0) ≈ 2pδF/√(G² + δ²).

For δ = 0.10 eV the result is 138 µeV, or 33.3 GHz, about 77 times the quadratic shift. For δ ≪ G the ratio is close to δ/(pF), so it falls as the field grows. Here δ stands for an influence that distinguishes the two halves while keeping the threefold axis, such as an in-plane dilation that varies along z or an impurity displaced along the axis. An influence that also breaks C3 mixes m = 1 with m = −1 and can give the lines different linear shifts, which a single δ does not describe.

A static field F0 from a nearby charge has a similar effect even when δ = 0. Replacing F by F0 + F₁ in the quadratic law gives

2p²(F0 + F₁)²/G = (2p²/G)(F0² + 2F0F₁ + F₁²).

The response to a small added field F₁ is now linear, with slope 4p²F0/G. At F0 = 10 MV/m the slope is 0.359 µeV per MV/m. A field that varies across the centre adds a potential that is even under inversion and can shift the lines linearly even when inversion is intact. A linear shift measured in a uniform field while the field coupling is small compared with the gaps to all levels of opposite parity therefore shows that the centre together with its surroundings lacks inversion symmetry; it does not by itself show that the atomic structure of the centre does.

The field in these formulas is the one acting at the centre. Its relation to the applied field, and the response of the surrounding crystal, lie outside the model. The values behind the example are listed in the numerical output.

Computed results

```
triangle radius, height: 0.15, 0.13 nm
hopping scale 3.0 eV at 0.25 nm, decay length 0.05 nm
t_s, t_n, t_a: -2.4657, -1.1000, -0.1586 eV
levels a1g, a2u: -7.2899, -2.5728 eV
levels e_u, e_g: 1.5243, 3.4070 eV
gap G: 1.8827 eV
lambda_g, lambda_u: 2.0, 6.0 meV
strain xx, yy, zz, xy, xz, yz (1e-4): 2.0, -1.0, 0.0, 1.0, 1.0, 0.5
e_g couplings d, f: -5.4016, -5.0933 eV
e_g couplings s_perp, s_par: -6.8709, -4.4142 eV
e_u couplings d, f: -7.4103, 5.0933 eV
e_u couplings s_perp, s_par: -5.9411, 4.4142 eV
e_g a, b, common shift: -2.1298, -0.8257, -0.6871 meV
e_g pure strain splitting: 4.5685 meV
e_g splitting, formula: 4.9871 meV = 1205.9 GHz
e_g splitting, diagonalization: 4.9862 meV
e_u a, b, common shift: -1.7138, -1.7367, -0.5941 meV
e_u pure strain splitting: 4.8798 meV
e_u splitting, formula: 7.7339 meV = 1870.0 GHz
e_u splitting, diagonalization: 7.7330 meV
e_g orbital moment factor, lambda/splitting: 0.4010
e_g orbital moment factor, diagonalization: 0.4011
line centre under strain: 1.88257 eV
line A minus centre, formula: 6.3605 meV
line A minus centre, diagonalization: 6.3593 meV
line B minus centre, formula: 1.3734 meV
line B minus centre, diagonalization: 1.3732 meV
line C minus centre, formula: -1.3734 meV
line C minus centre, diagonalization: -1.3737 meV
line D minus centre, formula: -6.3605 meV
line D minus centre, diagonalization: -6.3599 meV
line A unstrained strength x, z: 0.01125, 0.00000 nm^2
line B unstrained strength x, z: 0.00000, 0.03380 nm^2
line C unstrained strength x, z: 0.00000, 0.03380 nm^2
line D unstrained strength x, z: 0.01125, 0.00000 nm^2
axial field: 10 MV/m
dipole energy p*F: 1.300 meV
Stark shift with inversion, F: 1.7953 ueV = 0.4341 GHz
Stark shift with inversion, 2F: 7.1813 ueV
quadratic formula at F: 1.7953 ueV
triangle offset that breaks inversion: 0.10 eV
odd-in-F shift without inversion: 137.907 ueV = 33.346 GHz
linear formula at F: 137.908 ueV
ratio of linear to quadratic shift: 76.81
slope at static bias F: 0.3591 ueV per MV/m
```
